# The electron splitting function from collinear emission and probability conservation

Before computing a hard process started by a fast electron, one must decide at which electron energy to evaluate its cross section. The electron may already have given part of its momentum to a photon flying nearly along the beam. If such photons go unobserved, the cross section $\sigma(p)$ at the beam momentum $p$ has to be replaced by an average of $\sigma(zp)$ over the retained fraction $z$. The weight in that average contains $(1+z^2)/(1-z)$, which cannot be integrated up to $z=1$, and a second decision follows: whether a term $\tfrac32\delta(1-z)$ must be added. The answer depends on what the plus prescription acts on, and a wrong choice changes the number of electrons.

Atomic units are used: the electron mass, the elementary charge and $\hbar$ equal 1, and the speed of light is $c=1/\alpha$. The incoming electron moves along the $z$ axis with $p\gg c$, and the beam is unpolarized. The photon takes the fraction $1-z$ of the momentum, at an angle $\theta<\theta_m\ll1$ to the beam, and its azimuth is not observed. The work is to first order in $\alpha$. The small angle
$$\theta_0=\frac{c}{p}$$
is the ratio of rest energy to beam energy. Corrections of relative order $\theta_m^2/z^2$ are dropped. They are not small in the narrow range $z\lesssim\theta_m$, where the remaining electron no longer follows the beam direction, and that range is not described.

An electron with charge $-1$ couples to the transverse field through $V=\boldsymbol\alpha\cdot\mathbf A$, where $\boldsymbol\alpha$ are the Dirac matrices. In a volume $\Omega$, the amplitude of $\mathbf A$ for creating one photon of frequency $\omega$ and polarization $\boldsymbol\epsilon$ is $\sqrt{2\pi c^2/(\omega\Omega)}\,\boldsymbol\epsilon^*$. First-order perturbation theory then gives the physical electron an electron-photon component with amplitude
$$\psi=\frac{V_{p'k,p}}{\Delta},\qquad \Delta=E_p-E_{p'}-\omega .$$
A hard process that acts on the electron finds this component with probability $|\psi|^2$ and leaves the photon as a spectator. Collinear photons matter because $\Delta$ is small for them.

To find $\Delta$, let the transverse momenta be $\pm k_\perp$ with $k_\perp=(1-z)p\theta$. For a large longitudinal momentum $q$, expanding the square root gives an electron energy $cq+c(k_\perp^2+c^2)/(2q)$; for a photon the $c^2$ in the bracket is absent. The terms linear in longitudinal momentum cancel, since $p=zp+(1-z)p$. What remains is
$$\Delta=-\frac{c}{2p}\left[\frac{k_\perp^2+c^2}{z}+\frac{k_\perp^2}{1-z}-c^2\right].$$
The $k_\perp^2$ terms combine to $k_\perp^2/[z(1-z)]$. The mass terms give $c^2(1-z)/z=c^2(1-z)^2/[z(1-z)]$. Inserting $k_\perp$,
$$\Delta=-\frac{cp(1-z)}{2z}\,(\theta^2+\theta_0^2).$$
Without the mass the denominator would vanish in the forward direction. With it, $|\Delta|$ has a minimum.

The numerator needs the spinors. Normalized to one, they are
$$u=N\begin{pmatrix}\chi\\[2pt] \dfrac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2}\,\chi\end{pmatrix},\qquad N^2=\frac{E+c^2}{2E}.$$
For $p\gg c$ the factor $cp/(E+c^2)$ is $a=1-\theta_0$ for the incoming electron and $a'=1-\theta_0/z$ for the electron of momentum $zp$, to first order. With the photon in the $xz$ plane, the electron after emission has the direction $\mathbf n'=(n'_x,0,1)$ with $n'_x=-(1-z)\theta/z$. Since $\boldsymbol\alpha$ connects upper and lower components,
$$u'^\dagger\boldsymbol\alpha\cdot\boldsymbol\epsilon^*u=NN'\,\chi'^\dagger\left[a\,(\boldsymbol\sigma\cdot\boldsymbol\epsilon^*)\,\sigma_z+a'\,(\boldsymbol\sigma\cdot\mathbf n')(\boldsymbol\sigma\cdot\boldsymbol\epsilon^*)\right]\chi .$$
The bracket turns out to be of first order in the small angles, so $NN'$ may be replaced by $\tfrac12$.

Take an incoming electron with spin up. A photon of positive helicity has $\boldsymbol\epsilon^*=(1,-i,-\theta)/\sqrt2$, hence
$$\boldsymbol\sigma\cdot\boldsymbol\epsilon^*|{\uparrow}\rangle=\sqrt2\,|{\downarrow}\rangle-\frac{\theta}{\sqrt2}|{\uparrow}\rangle .$$
The first term of the bracket multiplies this by $a$. The second applies $a'(\sigma_z+n'_x\sigma_x)$ and gives, to first order,
$$a'\left[-\sqrt2\,|{\downarrow}\rangle-\frac{\theta}{\sqrt2}|{\uparrow}\rangle+\sqrt2\,n'_x|{\uparrow}\rangle\right].$$
The coefficient of $|{\uparrow}\rangle$ in the sum is $-\sqrt2\,\theta[1+(1-z)/z]=-\sqrt2\,\theta/z$. In the coefficient of $|{\downarrow}\rangle$ the leading terms cancel, and $\sqrt2(a-a')=\sqrt2\,\theta_0(1-z)/z$ is left. For negative photon helicity, $\boldsymbol\epsilon^*=(1,i,-\theta)/\sqrt2$ gives $\boldsymbol\sigma\cdot\boldsymbol\epsilon^*|{\uparrow}\rangle=-(\theta/\sqrt2)|{\uparrow}\rangle$. Both terms of the bracket then contribute equally, with the sum $-\sqrt2\,\theta\,|{\uparrow}\rangle$. After the factor $\tfrac12$ the amplitudes are
$$-\frac{\theta}{\sqrt2\,z},\qquad \frac{\theta_0(1-z)}{\sqrt2\,z},\qquad-\frac{\theta}{\sqrt2},$$
for no flip with a positive photon, flip with a positive photon, and no flip with a negative photon. A flip with a negative photon is of higher order. Measuring the final spin along $\mathbf n'$ instead of the beam rotates it by a small angle and changes these amplitudes only at second order.

The two amplitudes with a positive photon lead to different electron spins, which the hard process could bring to interference. Angular momentum about the beam prevents this after averaging. The no-flip state has spin projection $\tfrac12+1$ and needs orbital projection $-1$, hence a phase factor in the azimuth; the flip state has $-\tfrac12+1=\tfrac12$ and needs none. The probabilities therefore add:
$$S=\frac{(1+z^2)\theta^2+(1-z)^2\theta_0^2}{2z^2}.$$
The 1 in $1+z^2$ comes from photons with the helicity sign of the electron, the $z^2$ from the opposite sign.

The number of photon modes is $\Omega\,d^3k/(2\pi)^3$, and integration over azimuth gives $d^3k=\pi(1-z)^2p^3\,dz\,d\theta^2$. With $\omega=c(1-z)p$ the volume cancels, and
$$dP=\frac{2\pi c}{(1-z)p}\;S\;\frac{4z^2}{c^2p^2(1-z)^2(\theta^2+\theta_0^2)^2}\;\frac{(1-z)^2p^3}{8\pi^2}\,dz\,d\theta^2 .$$
All powers of $p$ cancel, one factor $1/c=\alpha$ survives, and the numerical factors, with the $\tfrac12$ from $S$, give $1/(2\pi)$:
$$\frac{dP}{dz\,d\theta^2}=\frac{\alpha}{2\pi}\,\frac{(1+z^2)\theta^2+(1-z)^2\theta_0^2}{(1-z)(\theta^2+\theta_0^2)^2}.$$

This probability multiplies $\sigma(zp)$. The flux factor is unchanged because both electrons move at nearly $c$, and the energy mismatch $|\Delta|$ in the hard process is only the small fraction $(1-z)(\theta^2+\theta_0^2)/(2z)$ of the beam energy. Emission after a hard deflection through a large angle has no small denominator for photons near the beam. Its interference with the no-flip amplitudes, which carry an azimuthal phase, averages out over azimuth at leading order. Its interference with the flip amplitude carries one factor $\theta_0/(\theta^2+\theta_0^2)$. When the hard process conserves helicity, as Coulomb scattering does at high energy, emission after the deflection reaches the opposite helicity only through a further factor of order $\theta_0$, so for $\theta\sim\theta_0$ this interference is smaller than the factorized term by a factor of order $\theta_0^2$. The numerical check includes both diagrams of photon emission in Coulomb scattering through 60 degrees, and their sum, averaged over azimuth, agrees with the factorized form to about one part in $10^6$ at $\theta_0=10^{-4}$ for $z$ between 0.3 and 0.9 and photon angles up to $3\theta_0$. On the axis itself the agreement degrades as $z\to1$. There only the flip term $\propto(1-z)/\theta_0^2$ survives, while soft emission after the deflection goes as $1/(1-z)$ and adds a relative amount of about $1.5\,\theta_0^2/(1-z)^2$ for this scattering angle.

The mass cuts off the collinear growth of the emission towards small angles; the depleted region $\theta\lesssim\theta_0$ that results is called the dead cone. The no-flip part is proportional to $\theta^2/(\theta^2+\theta_0^2)^2$ and vanishes on the axis. The flip part does not vanish there, so the profile below falls to zero on the axis only in the soft limit. With $t=\theta^2/\theta_0^2$, the angular profile is
$$\frac{(1+z^2)t+(1-z)^2}{(1+t)^2},$$
and setting its derivative to zero gives $(1+z^2)(1+t)=2[(1+z^2)t+(1-z)^2]$, that is
$$t_{\max}=1-\frac{2(1-z)^2}{1+z^2}.$$
For $z=0.99$ the profile rises from 0.0001 on the axis to 0.495 at $\theta_0$. For $z=0.5$ it rises merely from 0.25 to 0.375 at $\theta_0$, with its maximum at $0.77\,\theta_0$. A central dip requires $t_{\max}>0$, or $z^2-4z+1<0$, which means $z>2-\sqrt3\approx0.27$. An electron that gives away more than about 73 percent of its momentum shows no central dip in the spin-summed emission. The emission inside $\theta_0$ still lies far below the massless form $(1+z^2)/t$: about 7 percent of it at $z=0.1$, $\theta=0.3\,\theta_0$.

For the total emission at given $z$, integrate up to $R=\theta_m^2/\theta_0^2$. Writing $t/(1+t)^2=1/(1+t)-1/(1+t)^2$,
$$\int_0^R\frac{t\,dt}{(1+t)^2}=l-s,\qquad\int_0^R\frac{dt}{(1+t)^2}=s,$$
$$l=\ln(1+R),\qquad s=\frac{R}{1+R}.$$
The probability density in $z$ is therefore
$$r(z)=\frac{\alpha}{2\pi}\left[\frac{1+z^2}{1-z}\,(l-s)+(1-z)\,s\right].$$
For $R\gg1$ the first bracket becomes $\ln R-1$. Since $\int_e^R dt/t=\ln R-1$, the no-flip emission is as large as if a massless electron radiated with a sharp lower limit at $\sqrt e\,\theta_0\approx1.65\,\theta_0$. Spin flip adds a constant and no logarithm. The coefficient of $(\alpha/2\pi)\ln R$ is $(1+z^2)/(1-z)$, for $z<1$. The constants beside the logarithm belong to the chosen angular cut, and a different cut changes them.

At $z=1$ this result is incomplete, because the state without a photon has not yet been counted correctly. Admit photons with $1-z>\varepsilon$. The physical electron state is $\sqrt Z$ times the sum of the bare electron and its electron-photon components, and it must have norm one:
$$1=Z\left[1+\int_0^{1-\varepsilon}r\,dz\right]\quad\Rightarrow\quad Z=1-\int_0^{1-\varepsilon}r\,dz$$
to first order. The hard process finds the electron without a collinear photon with probability $Z$. This is the virtual correction of the incoming line: the chance of being found alone falls by exactly the chance of being found with a photon.

Other virtual photons do not alter the collinear logarithm. A photon emitted near the beam direction before the hard event and absorbed afterwards by a strongly deflected electron brings a single factor of the type $\theta/(\theta^2+\theta_0^2)$, with an azimuthal phase for no flip. Averaging over azimuth removes its leading part, and the rest has no logarithm from small $\theta$. Emission and exchange at angles beyond $\theta_m$, with their own soft contributions, belong to the hard factor. The outgoing line has a collinear correction of its own, to be treated separately.

Adding the two possibilities gives the distribution of the retained fraction,
$$f(z)=Z\,\delta(1-z)+r(z)\,\Theta(1-\varepsilon-z),$$
where $\Theta$ is the unit step. In the observable,
$$\int_0^1 f(z)\,\sigma(zp)\,dz=\sigma(p)+\int_0^{1-\varepsilon}r(z)\,[\sigma(zp)-\sigma(p)]\,dz .$$
This form requires that the range $z\lesssim\theta_m$ contribute little, for example because the process has an energy threshold or because a minimum retained energy is demanded. For a cross section that grows as $1/p^2$ towards low energy, such as Coulomb scattering through a fixed angle, that range would otherwise dominate the correction, and the cut must lie well above $\theta_m$. With the parameters of the example below, a cut at $z=0.01$ still leaves a first-order correction of about $1.3\,\sigma(p)$, and a cut at $z=0.1$ leaves about $0.15\,\sigma(p)$. If $\sigma$ is smooth at $p$, the square bracket vanishes in proportion to $1-z$ and cancels the pole of $r$, so $\varepsilon$ can go to zero. This limit defines the plus prescription: for a smooth function $\varphi$,
$$\int_0^1[g(z)]_+\,\varphi(z)\,dz=\int_0^1g(z)\,[\varphi(z)-\varphi(1)]\,dz ,$$
and $f(z)=\delta(1-z)+[r(z)]_+$. Setting $\varphi=1$ gives $\int f\,dz=1$. The conserved quantity is the number of electrons minus positrons; pairs made by the photon enter at the next order and do not change it.

The coefficient of the logarithm is thus $P(z)=[(1+z^2)/(1-z)]_+$. To move the plus onto the pole alone, subtract and add $2\varphi(1)$ in the numerator:
$$\int_0^1P\varphi\,dz=\int_0^1\frac{(1+z^2)\varphi(z)-2\varphi(1)}{1-z}\,dz+\varphi(1)\int_0^1\frac{2-(1+z^2)}{1-z}\,dz .$$
The first integral is the action of $(1+z^2)/(1-z)_+$, since $(1+z^2)\varphi$ equals $2\varphi(1)$ at $z=1$. In the second, $1-z^2=(1-z)(1+z)$ leaves $\int_0^1(1+z)\,dz=\tfrac32$. Therefore
$$P(z)=\left[\frac{1+z^2}{1-z}\right]_+=\frac{1+z^2}{(1-z)_+}+\frac32\,\delta(1-z).$$
The delta term is written when the plus acts on $1/(1-z)$ alone. When the plus covers the whole fraction, that term is already inside. The same number appears in the soft-cut integral. From $1+z^2=2-(1-z)(1+z)$,
$$\int_0^{1-\varepsilon}\frac{1+z^2}{1-z}\,dz=2\ln\frac1\varepsilon-\frac32+2\varepsilon-\frac{\varepsilon^2}{2}.$$
The probability of no emission contains this with a minus sign: the soft logarithm lowers it, and the $+\tfrac32$ records that hard emission is weaker than the soft form $2/(1-z)$ continued to all $z$.

The first moment gives the momentum loss. Because $\int P\,dz=0$,
$$\int_0^1zP\,dz=-\int_0^1(1-z)\,\frac{1+z^2}{1-z}\,dz=-\frac43 ,$$
which is minus the momentum fraction handed to photons, per unit of $(\alpha/2\pi)\ln R$. With the mass terms kept, and $\int_0^1(1-z)^2dz=\tfrac13$, the mean fraction lost is
$$\langle1-z\rangle=\frac{\alpha}{2\pi}\left[\frac43(l-s)+\frac s3\right].$$
For $R\gg1$ this is $(\alpha/2\pi)(\tfrac43\ln R-1)$.

As an example with round parameters, take a beam energy of $10^{10}$ eV and $\theta_m=0.01$. The rest energy of $5.11\times10^5$ eV gives $\theta_0=5.11\times10^{-5}$, so $R=3.83\times10^4$, $l=10.553$ and $s=1.000$. With $\alpha/2\pi=1.1614\times10^{-3}$,
$$\langle1-z\rangle=1.1614\times10^{-3}\left[\tfrac43\times9.553+0.333\right]=0.0152,$$
a mean loss of $1.52\times10^8$ eV. The logarithm alone gives $1.63\times10^8$ eV, about 8 percent more than the result with the mass constant. The poorly described range $z\lesssim0.01$ carries roughly 1 percent of the loss, so the difference is significant.

For photons above $10^8$ eV, $\varepsilon=0.01$ and the soft-cut integral is $9.210-1.500+0.020=7.730$. Spin flip contributes $\int_0^{1-\varepsilon}(1-z)\,dz=(1-\varepsilon^2)/2\approx0.500$. The emission probability is
$$1.1614\times10^{-3}\,[7.730\times9.553+0.500]=0.086,$$
which leaves 0.914 for an electron without such a photon at first order; two-photon terms of order $0.086^2/2\approx0.004$ change the last digit. At logarithmic accuracy, where $P(z)$ is multiplied by $(\alpha/2\pi)\ln R$, adding $\tfrac32\delta(1-z)$ to the fully plus-prescribed fraction would create $1.1614\times10^{-3}\times1.5\times10.553=0.018$ extra electrons per incoming electron. Omitting it from the other form would lose as many.

The emission probability also shows where first order ends. It grows as $\ln(1/\varepsilon)$, and once it is no longer small, several photons must be included. The cancellation of $\varepsilon$ does not remove this limit if $\sigma$ changes sharply near the beam energy, as at a narrow resonance: the soft photons are then resolved by the process itself, and the width of the structure takes the place of $\varepsilon$.

A further condition concerns the surroundings. The component with a photon needs a length of about $c/|\Delta|$ to develop. At $z=\tfrac12$ and $\theta=0$ the gap is 13.1 eV, and the length is 151 Å. The length grows as $z/(1-z)$ and reaches $1.5\times10^4$ Å for the $10^8$ eV photons of the example, so soft photons set the stricter condition. The derivation assumes free motion over this distance for every photon fraction that matters. In a medium that deflects the electron by an angle comparable with $\theta_0$ within it, the angular distribution found here, and with it the lower end of the logarithm, can no longer be taken over.

## Table of computed values

```
alpha/(2 pi) = 1.161410e-03 (no unit)
speed of light c = 137.0360 atomic units
electron energy = 1.000e+10 eV
electron rest energy = 510998.95 eV
largest photon angle theta_m = 0.010 rad
dead-cone angle theta_0 = 5.1100e-05 rad
R = (theta_m/theta_0)^2 = 3.8297e+04 (no unit)
ln R = 10.5531 (no unit)
l = ln(1+R) = 10.5531 (no unit)
s = R/(1+R) = 0.999974 (no unit)
smallest resolved photon fraction eps = 0.010 (no unit)
smallest resolved photon energy = 1.000e+08 eV
emission probability, formula = 0.08635 (no unit)
emission probability, quadrature = 0.08635 (no unit)
weight left without photon = 0.91365 (no unit)
mean energy fraction lost = 0.015181 (no unit)
mean energy loss, with mass constant = 1.5181e+08 eV
mean energy loss, quadrature = 1.5181e+08 eV
mean energy loss, logarithm only = 1.6342e+08 eV
energy gap at z=1/2, theta=0 = 13.056 eV
formation length there = 151.14 angstrom
no-flip t-integral inside theta_0 = 0.1931 (no unit)
no-flip t-integral up to theta_m = 9.5532 (no unit)
equivalent sharp start = 1.6487 theta_0
dip exists for z above 0.2679 (no unit)
peak angle at z=1/2 = 0.7746 theta_0
profile = density*(1-z)*theta_0^2/(alpha/(2 pi)), no unit:
  theta/theta_0=0.0: z=0.50 0.25000, z=0.99 0.00010
  theta/theta_0=0.5: z=0.50 0.36000, z=0.99 0.31688
  theta/theta_0=1.0: z=0.50 0.37500, z=0.99 0.49505
  theta/theta_0=2.0: z=0.50 0.21000, z=0.99 0.31682
  theta/theta_0=4.0: z=0.50 0.07007, z=0.99 0.10963
integral of P = 0.0e+00 in size (no unit)
integral of z P = -1.333333 (no unit)
lost weight/coupling, diagonalized = 17.1333 (no unit)
lost weight/coupling, formula = 17.1334 (no unit)
model soft cut = 0.05, model R = 100 (no unit)
test value of theta_0 = 1.0e-04 rad
worst relative error, spin elements = 3.1e-06
worst relative error, energy gap = 5.3e-07
worst relative error, density = 4.1e-07
worst relative error, full amplitude = 8.9e-07
worst relative error, angular integral = 8.7e-06
```
